Moire period of a coarsely sampled grating and its pitch sensitivity

**Problem**

A scanning electron microscope records a grating of straight parallel lines with pitch p = 30 nm. The beam visits points spaced s = 29 nm apart along a row perpendicular to the lines, and the signal is collected at those points alone. The row of pixels shows a slow periodic pattern, the sampling moire.

(a) What is its period M?

(b) By how much does M change if the pitch is wrong by 0.01 nm while the pixel spacing is held fixed?

(c) How well must the scan be known before such a change can be read as a change of pitch?

Each pixel is first taken as a point, the scan as straight and uniform, and the signal as free of noise. These assumptions are examined after the solution. Distances on the sample are in nanometres, and pixel n = 0, 1, 2, ... lies at x = ns.

**First estimate by scaling**

One step of the beam is shorter than one pitch by

d = p − s = 30 nm − 29 nm = 1 nm.

If pixel 0 falls on the centre of a line, pixel 1 falls 1 nm before the centre of the next line, pixel 2 falls 2 nm before the centre of the one after, and so on. The signal has run through its whole range when the accumulated slip equals one pitch. This takes about p/d = 30 steps. For a scaling estimate p and s are the same length, so each step is about p long and

M_est ≈ (p/d) p = p²/d = 900 nm.

The sensitivity follows from the same picture. The small length d controls the answer. A pitch error δ = 0.01 nm at fixed s changes d from 1 nm to 1.01 nm, which is 1 %. Since M_est varies as 1/d, and the change of the factor p² is ignored at this level,

ΔM_est ≈ −p²δ/d² = −900 × 0.01 nm = −9 nm.

A larger pitch gives a larger slip per step and so a shorter moire.

**Exact solution: the period**

Take first a sinusoidal signal, cos(2πx/p + φ), where φ fixes the position of the lines. At pixel n its phase is 2πns/p + φ. Because s = p − d,

ns/p = n(p − d)/p = n − nd/p.

The first term adds n whole turns to the phase, which a cosine cannot show. The pixel values are therefore

cos(2πns/p + φ) = cos(−2πnd/p + φ) = cos(2πnd/p − φ),

where the last step uses the evenness of the cosine. They are the values of a slow wave with frequency

f = d/p cycles per pixel.

If p < s, then d is negative and the same steps give f = |d|/p. One period contains 1/f pixels, each of length s, so

M = s/f = ps/|p − s|.

Equivalently, 1/M = |1/s − 1/p|: the moire frequency is the difference between the sampling frequency and the grating frequency. For the given numbers,

M = 30 × 29/1 nm = 870 nm.

This is 30 pixel steps and 29 grating periods. After 870 nm a pixel again meets a line at the same place as at the start.

The slow wave is one of many that pass through the same pixel values. Adding any whole number to the frequency s/p leaves the values unchanged, and so does reversing the signs of the frequency and of φ together. The apparent wave is taken to be the one of lowest frequency, which is set by the distance from s/p to the nearest whole number. The formula for M assumes that this number is 1, so that

1/2 < s/p < 3/2.

Taking reciprocals reverses the inequalities, and multiplying by s gives

2s/3 < p < 2s.

For s = 29 nm the pitch must lie between 19.33 and 58.00 nm. Above this range there are more than two pixels per pitch, the nearest whole number is 0, and the lowest frequency is the true frequency of the grating. Below it the nearest whole number is 2 or more, and a different moire appears. At both ends M falls to 2s, the shortest period that the pixels can represent.

**Exact solution: the pattern inside one period**

A real line profile is not a sinusoid. Let g(x) be any signal with period p. Subtracting n whole pitches from the position changes nothing, so

g(ns) = g(ns − np) = g(−nd).

Successive pixels thus read the profile in steps of d = 1 nm, although the beam moves in steps of 29 nm. Plotted against the beam position, the profile is stretched by the factor s/d = 29. The minus sign means that for s < p it is also reversed.

A lopsided profile shows this. Let each grating period contain a strong peak at 8 nm and a weak one at 20 nm. A feature at position a appears at −29a, to which one moire period of 870 nm may be added:

strong peak: 870 − 29 × 8 = 638 nm,

weak peak: 870 − 29 × 20 = 290 nm.

The weak peak now comes first. Pixel values computed from such a profile have their peaks at these two positions and first repeat after 30 pixels.

The stretched image has a limited resolution even with a perfect point beam. The harmonic of order m has period p/m on the sample, and it is read in steps of d. To be represented without ambiguity it needs more than two steps per period, p/m > 2d, which here means m < 15.

The period that matters is that of the signal. If the two edges of each line give bright peaks of the same symmetric shape and height, if line and space are equally wide, and if their flat parts are equally bright, then the signal repeats every 15 nm. The pixel values then repeat after 15 pixels, or 435 nm. A difference between the two edges, between the two widths or between the two brightnesses makes the values repeat only after the full 870 nm again. While that difference is small against the edge peaks, the strongest component of the pattern still has the period 435 nm, and that is what the eye or a single fitted sinusoid picks out.

**Exact solution: the sensitivity**

For p > s it helps to separate the part of M that depends on d. Writing p = s + d in the numerator,

M = (s + d)s/d = s²/d + s.

With s fixed, a change of p is an equal change of d, and the last term is constant. Hence

dM/dp = −s²/d² = −29² = −841 nm per nm.

To first order, a pitch error of +0.01 nm changes the moire period by −8.41 nm. In relative terms, dividing by M = ps/d gives

dM/M = −(s²/d²)(d/(ps)) dp = −(s/d) dp/p.

The relative error of the pitch is multiplied by 29: 0.0333 % in p becomes −0.967 % in M.

The change for a finite error δ needs no expansion:

ΔM = s²/(d + δ) − s²/d

= s²[d − (d + δ)]/[d(d + δ)]

= −s²δ/[d(d + δ)].

For δ = +0.01 nm this is −8.41/1.01 = −8.327 nm, and for δ = −0.01 nm it is +8.41/0.99 = +8.495 nm. The periods become 861.673 nm and 878.495 nm. The two changes differ because M is a curved function of d. The first-order value is good when |δ| is much smaller than d, and here it is off by about 1 %. An error δ = −d would make pitch and spacing equal, and the moire would vanish into a uniform signal.

These periods were also found directly from simulated pixel values. A sinusoid of free frequency was fitted to rows of 1024 pixels for pitches of 29.99, 30.00 and 30.01 nm, and the fits returned the three periods above. At 861.673 nm the period is no longer a whole number of pixels. It is the period of the smooth wave through the pixel values, not a distance after which the list of values repeats.

**Comparison of the estimate with the exact solution**

The estimate gave 900 nm and −9 nm; the exact formula gives 870 nm and, to first order, −8.41 nm. The source of each difference can be traced. Writing s = p − d in the numerator of M,

M = p(p − d)/d = p²/d − p.

The estimate is the first term, and it is too large by one pitch, 30 nm, or 3.4 % of the exact period. This is the cost of counting each beam step as 30 nm instead of 29 nm.

For the sensitivity, differentiate this second form at fixed s:

dM/dp = 2p/d − p²/d² − 1 = 60 − 900 − 1 = −841.

The estimate kept the term −900 and dropped the 60, which comes from the change of p² in the numerator, and the −1. Its magnitude is too large by the factor (p/s)² = 1.07.

Both ratios, p/s for the period and (p/s)² for the sensitivity, tend to 1 when d is much smaller than s. That is the regime in which the scaling argument is sound. At the upper end of the valid range, where p approaches 2s, the estimate would be wrong by a factor of 2 for the period and 4 for the sensitivity.

**Sensitivity to the pixel spacing**

Question (c) requires the other derivative. At fixed p, the form M = p²/d − p gives, since d falls when s rises,

dM/ds = +p²/d² = +900 nm per nm.

The moire is slightly more sensitive to the pixel spacing than to the pitch, and with the opposite sign. The two sensitivities are linked. If p and s grow by the same small fraction, f = 1 − s/p is unchanged and M = s/f grows by that fraction. The weighted sum of the derivatives must therefore return M itself:

p(−841) + s(900) = −25230 + 26100 = 870 nm.

The large amplification thus belongs to the mismatch between grating and scan, not to the grating by itself.

The same conclusion follows from inverting the relation for f. From f = 1 − s/p,

p = s/(1 − f).

The frequency f is found by counting pixels and needs no length scale. The spacing s supplies the whole length scale, so at a given f a relative error in s becomes an equal relative error in p.

Suppose the scan is set to 29 nm but is really 0.1 % too coarse, so that the true spacing is 29.029 nm. The slip per step is then 30 − 29.029 = 0.971 nm. One moire period contains 30/0.971 pixels, and the instrument, which believes each to be 29 nm wide, displays

29 × 30/0.971 nm = 895.98 nm.

The displayed period is 25.98 nm too long, about three times the effect sought. The pitch inferred with the nominal spacing is 30/1.001 = 29.9700 nm, an error of −0.0300 nm. To fix an absolute pitch to 0.01 nm, the mean pixel spacing must be known to better than 0.0333 %.

A comparison of two gratings is more forgiving. If both are recorded with the same spacing, each inferred pitch is divided by the same factor 1.001, and so is their difference. A difference of 0.01 nm is then wrong by 0.1 % of itself. Only the absolute calibration is relaxed, not the repeatability. If the spacing changes by a fraction ε between the two records, the inferred difference shifts by about pε in size: a change of 0.01 % moves it by 0.003 nm, and a change of 0.033 % by the whole 0.01 nm. The spacing must therefore repeat to well below 0.033 %. The angle between the scan and the lines must also stay the same; its effect is worked out below.

**The sign of the mismatch**

One moire period does not say whether the pitch is larger or smaller than the spacing. For p < s the relation is 1/M = 1/p − 1/s, so a second pitch p′ gives the same M:

p′ = 1/(1/29 + 1/870) nm = 28.0645 nm.

A small deliberate change of spacing separates the two cases. For p < s, M = ps/(s − p), and

dM/ds = [p(s − p) − ps]/(s − p)² = −p²/(s − p)²,

which is negative, while for p > s the derivative is positive. Raising s by 0.01 nm lengthens the moire of the 30 nm grating to 879.091 nm and shortens that of the 28.0645 nm grating to 861.095 nm.

**Rotation of the scan**

If the row makes an angle θ with the normal to the lines, the distance between lines along the row is p/cos θ. For θ = 1° this is 30.00457 nm, and the moire period along the row falls to 866.17 nm. The shift of −3.83 nm is nearly half of that caused by a 0.01 nm pitch error. It grows as θ² for small angles, because 1/cos θ ≈ 1 + θ²/2.

A rotation shows itself more strongly in a full image. Let the rows also be spaced by s and numbered by j. In turns, the phase of the grating at pixel n of row j, less n whole turns, is

ns cos θ/p + js sin θ/p − n = −ns(1/s − cos θ/p) + js sin θ/p.

The two factors that multiply the distances ns and js are the fringe frequencies along and across the rows. Their ratio gives the tilt of the fringes away from the direction across the rows:

tan α = (sin θ/p)/(1/s − cos θ/p).

For θ = 1°, α = 26.74°. The small moire frequency in the denominator amplifies the angle. If the sample does not drift sideways from one row to the next, the tilt can be used to find θ and to correct the period. Such a drift also tilts the fringes: a shift of 0.51 nm per row would tilt them by about as much as a rotation of 1°, although it hardly changes the period along the row. If the drift is steady and the next row starts without a pause, the sample also moves by 0.51 nm during a row of 1024 pixels, which changes the period by about 0.4 nm, against 3.83 nm for the rotation. Rows added together without allowing for the tilt would partly cancel.

**Finite beam and moving beam**

A real pixel averages the signal over some range of positions. Let w(u) be the weight of an offset u from the nominal point, symmetric about zero and with unit area. Expanding cos[2π(x + u)/p + φ] by the addition theorem gives a cosine and a sine term in u. The sine term averages to zero by symmetry, and what remains is the original signal multiplied by

C = ∫ w(u) cos(ku) du, with k = 2π/p.

The averaging therefore reduces the contrast of the sinusoidal signal and leaves its period unchanged.

For a Gaussian beam of standard deviation σ, the weight obeys u w = −σ² dw/du. Differentiating C with respect to k and then integrating by parts gives

dC/dk = −∫ u w sin(ku) du = σ² ∫ (dw/du) sin(ku) du = −σ²k C.

With C = 1 at k = 0, the solution is

C = exp(−σ²k²/2) = exp(−2π²σ²/p²).

A beam with a full width at half maximum of 3 nm has σ = 1.274 nm, and C = 0.9650. The loss of contrast is small for the sinusoid. Sharp peaks in a line profile are lowered more, because their higher harmonics have larger k.

The result is very different if the beam keeps moving and collects signal across the whole pixel. The weight is then 1/s for offsets between −s/2 and s/2, and

C = (1/s) ∫ cos(2πu/p) du = sin(πs/p)/(πs/p) = 0.0344.

Each pixel now averages over 29 nm of a 30 nm period, and almost nothing of the pattern is left. The period is still unchanged, but weak noise now disturbs it about 29 times more, and noise as strong as the original signal hides it in almost every row of 1024 pixels. If the signal is collected during only half of the step, the same formula with s/2 in place of s gives C = 0.66. For a clearly visible moire the beam should therefore rest at each point, or the signal should be taken during only part of the step.

**Noise and the length of the row**

A row of 1024 pixels is 29.70 µm long and holds about 34 moire periods. To see what noise does, 300 rows were simulated with independent random noise in each pixel, of standard deviation equal to the amplitude of the sinusoid. The fitted moire period scattered by about 0.61 nm from row to row, and the inferred pitch by 0.00073 nm. The ratio of the two is close to 841, as the derivative requires. In this model one noisy row is enough to detect a pitch change of 0.01 nm.

Amplification alone does not bring this precision. Differentiating p = s/(1 − f) at fixed s gives

dp/df = s/(1 − f)² = p²/s,

because 1 − f = s/p. This is about 31 nm per unit of f and hardly depends on the mismatch d. Bringing s closer to p makes M longer and more sensitive, but a given uncertainty of f still gives nearly the same uncertainty of p. If d is made too small, the row no longer contains a whole moire period. This happens when ps/d exceeds the row length, that is for d below 870/29700 nm ≈ 0.03 nm.

**The model beside a real instrument**

A pitch of 30 nm is roughly that of dense lines printed by extreme-ultraviolet lithography, and a beam a few nanometres wide is a rough but reasonable figure for a low-voltage microscope. The pixel spacing of 29 nm is far from the usual choice for measuring line widths, which is of the order of 1 nm; it is chosen here to produce the moire. The scale error of 0.1 % and the rotation of 1° are round values, not specifications of an instrument. With these chosen values, the scale error moves the result most among the departures that keep the moire visible: by 26 nm in the displayed period, against 8.3 nm for the pitch error in question. A steady drift of the sample along the row acts in the same way, since it changes the distance between successive points on the sample. Scan distortion that varies along the row and random displacement of the lines are not included in the noise figure above, and they can make the real scatter larger.

The numerical output lists the values used here.

Calculated quantities

```
grating pitch p: 30.00 nm
pixel spacing s: 29.00 nm
pixels in a row: 1024
row length: 29.70 um
valid pitch range: 19.33 to 58.00 nm
moire period, formula: 870.000 nm
moire period, fitted: 870.000 nm
pixels per moire period: 30
grating periods per moire period: 29
profile magnification: 29.0
profile peaks: strong at 8 nm, weak at 20 nm
strong peak in moire: 638 nm
weak peak in moire: 290 nm
dM/dp, formula: -841.00 nm per nm
dM/dp, from fits: -841.08 nm per nm
pitch error: 0.010 nm
linear change of M: -8.410 nm
fitted M at p + error: 861.673 nm
change of M at p + error: -8.327 nm
fitted M at p - error: 878.495 nm
change of M at p - error: +8.495 nm
relative pitch error: 0.0333 %
linear relative change of M: -0.967 %
dM/ds, formula: 900.00 nm per nm
dM/ds, from fits: 900.09 nm per nm
other pitch with same M: 28.0645 nm
M at s + 0.01 nm, p = 30 nm: 879.091 nm
M at s + 0.01 nm, other pitch: 861.095 nm
scan scale error: 0.10 %
true spacing with scale error: 29.029 nm
displayed M with scale error: 895.98 nm
shift of displayed M: +25.98 nm
inferred pitch with scale error: 29.9700 nm
pitch error from scale error: -0.0300 nm
scan rotation: 1.0 deg
pitch along rotated row: 30.00457 nm
M along rotated row: 866.17 nm
shift of M by rotation: -3.83 nm
fringe tilt by rotation: 26.74 deg
beam full width at half maximum: 3.0 nm
beam standard deviation: 1.274 nm
contrast factor, finite beam: 0.9650
contrast factor, full-pixel sweep: 0.0344
noise standard deviation / amplitude: 1
simulated noisy rows: 300
scatter of M, one row: 0.612 nm
scatter of pitch, one row: 0.00073 nm
```
